# A failing check and its repair

Subject: Intrinsic cutoff frequency of a 100 nm square-law transistor.

```python
"""Intrinsic cutoff frequency of a square-law MOSFET in saturation.
Result under test: f_T = g_m/(2 pi C_gs) = 3 mu V_ov/(4 pi L^2).
mu: mobility, V_ov: gate overdrive, L: channel length, W: width,
C_ox: oxide capacitance per area, g_m: transconductance,
C_gs: gate-source capacitance, u: local channel charge / C_ox (volts).
Static quantities come from quadrature and numerical differentiation;
the dynamic gain comes from a series and from a nonlinear transient.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

MU = 300e-4
VOV = 0.3
L = 100e-9
W = 1e-6
T_OX = 2e-9
EPS_R = 3.9
COX = EPS_R * const.epsilon_0 / T_OX
VSAT = 1e5             # rough silicon value
C_PAR = 0.6e-15        # rough overlap plus fringe, both edges, for W = 1 um
ALPHA = 1.2            # rough body factor
TEMP = 300.0
PHI_T = const.k * TEMP / const.e


def drain_current(vov, v_end, length, cox, vsat):
    area = quad(lambda v: vov - v, 0, v_end)[0]
    return MU * W * cox * area / (length + MU * v_end / vsat)


def end_voltage(vov, length, cox, vsat):
    """Channel voltage where the charge vanishes or carriers reach vsat."""
    if np.isinf(vsat):
        return vov
    return brentq(lambda v: drain_current(vov, v, length, cox, vsat)
                  - W * cox * (vov - v) * vsat, 0, vov, xtol=1e-14)


def static_state(vov, length=L, cox=COX, vsat=np.inf):
    """Saturation current and total channel charge."""
    v_end = end_voltage(vov, length, cox, vsat)
    cur = drain_current(vov, v_end, length, cox, vsat)

    def charge_per_volt(v):
        dx_dv = MU * W * cox * (vov - v) / cur - MU / vsat
        return W * cox * (vov - v) * dx_dv
    return cur, quad(charge_per_volt, 0, v_end)[0]


def small_signal(vov, step=1e-3, **options):
    """Transconductance and gate capacitance by central differences."""
    i_hi, q_hi = static_state(vov + step, **options)
    i_lo, q_lo = static_state(vov - step, **options)
    return (i_hi - i_lo) / (2 * step), (q_hi - q_lo) / (2 * step)


def cutoff(gm, cap):
    return gm / (2 * np.pi * cap)


# Static square-law device
current, charge = static_state(VOV)
gm, cgs = small_signal(VOV)
ft = cutoff(gm, cgs)
ft_formula = 3 * MU * VOV / (4 * np.pi * L**2)
assert abs(current / (MU * COX * W * VOV**2 / (2 * L)) - 1) < 1e-8
assert abs(gm / (MU * COX * W * VOV / L) - 1) < 1e-7
assert abs(charge / (2 * W * L * COX * VOV / 3) - 1) < 1e-8
assert abs(cgs / (2 * W * L * COX / 3) - 1) < 1e-7
assert abs(ft / ft_formula - 1) < 1e-7
assert abs(cutoff(*small_signal(VOV, length=L / 2)) / ft - 4) < 1e-6
assert abs(cutoff(*small_signal(VOV, cox=2 * COX)) / ft - 1) < 1e-7

# Transit time from the local drift velocity along the channel
transit = quad(lambda x: 2 * L * np.sqrt(1 - x / L) / (MU * VOV), 0, L)[0]
assert abs(transit / (charge / current) - 1) < 1e-6
assert abs(transit / (4 * L**2 / (3 * MU * VOV)) - 1) < 1e-6
assert abs(ft * np.pi * transit - 1) < 1e-6


def dynamic_response(omega):
    """Current gain and g_m(omega)/g_m(0); omega in units mu V_ov/L^2."""
    coeff, gate, source_value = 1.0 + 0j, 0j, 1.0 + 0j
    for n in range(1, 40):
        power = 1 + 1.5 * n
        coeff *= 1j * omega / (power * (power - 1))
        gate += power * coeff
        source_value += coeff
    return 1 / gate, 1 / source_value


def transient_response(omega, cells=150, drive=0.02):
    """Same two ratios from the nonlinear channel equation in time."""
    h = 1 / cells
    centres = (np.arange(cells) + 0.5) * h

    def rate(t, u):
        source = 1 + drive * np.cos(omega * t)
        flux = np.empty(cells + 1)
        flux[0] = (source**2 - u[0]**2) / h
        flux[1:-1] = (u[:-1]**2 - u[1:]**2) / (2 * h)
        flux[-1] = u[-1]**2 / h
        return (flux[:-1] - flux[1:]) / h

    period = 2 * np.pi / omega
    times = 3 * period + np.arange(200) * period / 200
    sol = solve_ivp(rate, (0, 4 * period), np.sqrt(1 - centres),
                    method="LSODA", t_eval=times, rtol=1e-7, atol=1e-9,
                    lband=1, uband=1)
    assert sol.success
    lock = np.exp(-1j * omega * times)
    drain = 2 * np.mean(sol.y[-1]**2 / h * lock)
    gate = 1j * omega * 2 * np.mean(sol.y.sum(axis=0) * h * lock)
    return drain / gate, drain / drive


omega_qs = 2 * np.pi * ft * L**2 / (MU * VOV)
gain, gm_ratio = dynamic_response(omega_qs)
gain_time, gm_ratio_time = transient_response(omega_qs)
assert abs(gain_time - gain) < 0.01
assert abs(gm_ratio_time - gm_ratio) < 0.01
assert abs(abs(dynamic_response(0.01)[0]) * 0.01 / omega_qs - 1) < 1e-4
omega_unity = brentq(lambda z: abs(dynamic_response(z)[0]) - 1, 0.5, 3)
ft_dynamic = omega_unity * MU * VOV / (2 * np.pi * L**2)
assert abs(ft_dynamic / ft - 1) < 0.02

# Velocity saturation
v_end = end_voltage(VOV, L, COX, VSAT)
i_vs = drain_current(VOV, v_end, L, COX, VSAT)
for factor in (0.98, 1.02):
    assert drain_current(VOV, factor * v_end, L, COX, VSAT) < i_vs
gm_vs, cgs_vs = small_signal(VOV, vsat=VSAT)
ft_vs = cutoff(gm_vs, cgs_vs)
ft_weak = cutoff(*small_signal(VOV, vsat=1e5 * VSAT))
assert abs(ft_weak / ft - 1) < 0.01
assert ft_vs < ft

# Parasitic capacitance, alone and with velocity saturation
ft_par = cutoff(gm, cgs + C_PAR)
ft_both = cutoff(gm_vs, cgs_vs + C_PAR)


def cutoff_from_states(state, step=1e-3):
    """f_T as the slope of current against gate charge, over 2 pi."""
    i_hi, q_hi = state(VOV + step)
    i_lo, q_lo = state(VOV - step)
    return (i_hi - i_lo) / (q_hi - q_lo) / (2 * np.pi)


def body_state(vov, alpha):
    """Depletion charge grows along the channel; gate images all charge."""
    end = vov / alpha
    area = quad(lambda v: vov - alpha * v, 0, end)[0]
    moment = quad(lambda v: (vov - v) * (vov - alpha * v), 0, end)[0]
    return MU * W * COX * area / L, W * L * COX * moment / area


def diffusion_state(u_source, phi):
    """Drift plus diffusion, labelled by the source-end channel charge."""
    area = quad(lambda u: u + phi, 0, u_source)[0]
    moment = quad(lambda u: u * (u + phi), 0, u_source)[0]
    return MU * W * COX * area / L, W * L * COX * moment / area


ft_body = cutoff_from_states(lambda v: body_state(v, ALPHA))
ft_diff = cutoff_from_states(lambda u: diffusion_state(u, PHI_T))
assert abs(cutoff_from_states(lambda v: body_state(v, 1.0)) / ft - 1) < 1e-6
assert abs(cutoff_from_states(lambda u: diffusion_state(u, 0.0)) / ft - 1) < 1e-6


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def show_ft(label, value):
    print(f"{label}: {value / 1e9:.1f} GHz ({100 * (value / ft - 1):+.1f} %)")


print("INPUTS")
show("mobility", MU * 1e4, "cm2/Vs")
show("overdrive", VOV, "V")
show("channel length", L * 1e9, "nm")
show("channel width", W * 1e6, "um")
show("oxide thickness", T_OX * 1e9, "nm")
show("oxide relative permittivity", EPS_R)
print("SQUARE-LAW RESULT")
show("oxide capacitance per area", COX * 1e2, "uF/cm2")
show("drain current", current * 1e3, "mA")
show("transconductance", gm * 1e3, "mS")
show("channel charge", charge * 1e15, "fC")
show("full oxide capacitance W L C_ox", W * L * COX * 1e15, "fF")
show("gate-source capacitance", cgs * 1e15, "fF")
show("rate mu V_ov / L^2", MU * VOV / L**2 * 1e-12, "1/ps")
show("angular cutoff frequency", 2 * np.pi * ft * 1e-12, "rad/ps")
show("cutoff frequency f_T", ft / 1e9, "GHz")
show("f_T if full W L C_ox were used", cutoff(gm, W * L * COX) / 1e9, "GHz")
show("transit time", transit * 1e12, "ps")
show("1/(2 pi transit time)", 1 / (2 * np.pi * transit) / 1e9, "GHz")
print("DYNAMIC CHANNEL AT THE QUASI-STATIC f_T")
show("normalized angular frequency Omega", omega_qs)
show("current gain magnitude, series", abs(gain))
show("current gain magnitude, transient", abs(gain_time))
show("transconductance magnitude / static value", abs(gm_ratio))
show("transconductance phase", np.degrees(np.angle(gm_ratio)), "degrees")
show("Omega at unity gain, full series", omega_unity)
show_ft("unity-gain frequency, full series", ft_dynamic)
print("NEGLECTED EFFECTS (change relative to square-law f_T)")
show("mean lateral field V_ov/L", VOV / L * 1e-5, "kV/cm")
show("oxide field from channel charge at source", VOV / T_OX * 1e-8, "MV/cm")
show("source-end drift velocity", current / (W * COX * VOV) * 100, "cm/s")
show("rough saturation velocity", VSAT * 100, "cm/s")
show("saturation voltage with velocity limit", v_end, "V")
show("transconductance with velocity limit", gm_vs * 1e3, "mS")
show("gate capacitance with velocity limit", cgs_vs * 1e15, "fF")
show_ft("f_T with velocity saturation", ft_vs)
show("rough parasitic capacitance", C_PAR * 1e15, "fF")
show_ft("f_T with parasitic capacitance", ft_par)
show_ft("f_T with velocity saturation and parasitics", ft_both)
show("rough body factor alpha", ALPHA)
show_ft("f_T with depletion-charge variation", ft_body)
show("temperature", TEMP, "K")
show("thermal voltage", PHI_T * 1e3, "mV")
show_ft("f_T with diffusion", ft_diff)
print("every check passed")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 79, in <module>
    assert abs(transit / (charge / current) - 1) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The transit-time formula is right; the fault was in the numerical integration. The integral is about 1e-12 s, far below the integrator's default absolute error limit of about 1.5e-8, so it stopped before resolving the square-root behaviour at the drain end. The absolute limit is now set to zero for that integral, which leaves the relative limit in control. No tested quantity or tolerance is changed.

Repair:

```diff
@@ -75,6 +75,8 @@
 assert abs(cutoff(*small_signal(VOV, cox=2 * COX)) / ft - 1) < 1e-7
 
-# Transit time from the local drift velocity along the channel
-transit = quad(lambda x: 2 * L * np.sqrt(1 - x / L) / (MU * VOV), 0, L)[0]
+# Transit time from the local drift velocity along the channel.
+# The result is of order 1e-12 s, so only a relative error limit makes sense.
+transit = quad(lambda x: 2 * L * np.sqrt(1 - x / L) / (MU * VOV), 0, L,
+               epsabs=0, epsrel=1e-8)[0]
 assert abs(transit / (charge / current) - 1) < 1e-6
 assert abs(transit / (4 * L**2 / (3 * MU * VOV)) - 1) < 1e-6
```

After the repair:

```
INPUTS
mobility: 300 cm2/Vs
overdrive: 0.3 V
channel length: 100 nm
channel width: 1 um
oxide thickness: 2 nm
oxide relative permittivity: 3.9
SQUARE-LAW RESULT
oxide capacitance per area: 1.727 uF/cm2
drain current: 0.2331 mA
transconductance: 1.554 mS
channel charge: 0.3453 fC
full oxide capacitance W L C_ox: 1.727 fF
gate-source capacitance: 1.151 fF
rate mu V_ov / L^2: 0.9 1/ps
angular cutoff frequency: 1.35 rad/ps
cutoff frequency f_T: 214.9 GHz
f_T if full W L C_ox were used: 143.2 GHz
transit time: 1.481 ps
1/(2 pi transit time): 107.4 GHz
DYNAMIC CHANNEL AT THE QUASI-STATIC f_T
normalized angular frequency Omega: 1.5
current gain magnitude, series: 0.9967
current gain magnitude, transient: 0.9966
transconductance magnitude / static value: 0.9712
transconductance phase: -22.68 degrees
Omega at unity gain, full series: 1.495
unity-gain frequency, full series: 214.1 GHz (-0.3 %)
NEGLECTED EFFECTS (change relative to square-law f_T)
mean lateral field V_ov/L: 30 kV/cm
oxide field from channel charge at source: 1.5 MV/cm
source-end drift velocity: 4.5e+06 cm/s
rough saturation velocity: 1e+07 cm/s
saturation voltage with velocity limit: 0.2244 V
transconductance with velocity limit: 0.6947 mS
gate capacitance with velocity limit: 1.383 fF
f_T with velocity saturation: 80.0 GHz (-62.8 %)
rough parasitic capacitance: 0.6 fF
f_T with parasitic capacitance: 141.2 GHz (-34.3 %)
f_T with velocity saturation and parasitics: 55.8 GHz (-74.0 %)
rough body factor alpha: 1.2
f_T with depletion-charge variation: 165.3 GHz (-23.1 %)
temperature: 300 K
thermal voltage: 25.85 mV
f_T with diffusion: 234.6 GHz (+9.2 %)
every check passed
```
